Biexciton Auger lifetime of a nanocrystal from its two trion lifetimes

**Question**

A semiconductor nanocrystal has one twofold electron level and one twofold hole level at its band edges. Each doublet is a Kramers pair: its two states are exchanged by time reversal, and no magnetic field is applied. Three charge configurations are studied:

- the negative trion X⁻, with two electrons and one hole;
- the positive trion X⁺, with one electron and two holes;
- the biexciton XX, with two electrons and two holes.

The Auger lifetimes of the trions are τ₋ = 200 ps and τ₊ = 100 ps. Radiative and trapping losses have already been removed from these values. The biexciton lifetime sought is that of the Auger step from XX to a single, initially hot, exciton.

**(a)** Write the golden-rule Auger rate of each trion. Identify which contributions are added as amplitudes and which as rates.

**(b)** Express the biexciton Auger rate through the two trion rates, justifying every factor and stating the assumptions.

**(c)** Calculate the biexciton Auger lifetime and the share of each route. Discuss the limiting cases.

**(d)** For a small CdSe nanocrystal at 300 K, estimate the effects that the relation neglects, and say how far the result can be trusted.

**Answer to (a)**

Describe all states by the electrons they contain, so that a hole is an empty valence orbital. Let e₁, e₂ be the conduction-edge orbitals and v₁, v₂ the valence-edge orbitals. Let p denote a hot-electron orbital high in the conduction band, and d an orbital deep in the valence band. The Coulomb interaction is

V = ½ Σ ⟨ij|V|kl⟩ c†ᵢ c†ⱼ c_l c_k.

Take X⁻ with its hole in v₁. In the Auger process e₁ and e₂ are emptied, while v₁ and p are filled. Four terms of V do this: (k,l) can be (e₁,e₂) or (e₂,e₁), and (i,j) can be (v₁,p) or (p,v₁). Because ⟨ij|V|kl⟩ = ⟨ji|V|lk⟩, the four terms form two equal pairs, which cancels the factor ½. Exchanging the two annihilation operators gives a minus sign. The sum is therefore

M(v₁,p) c†_v₁ c†_p c_e₂ c_e₁,

M(v₁,p) = ⟨v₁p|V|e₁e₂⟩ − ⟨v₁p|V|e₂e₁⟩.

The direct and exchange terms lead to the same final state, so they are added before squaring. They are not independent pathways. Different orbitals p give orthogonal final states, whose rates add:

k₋(v₁) = (2π/ħ) Σ_p |M(v₁,p)|² δ(E_p + E_v − 2E_e).

The delta function places the hot electron one gap energy, E_e − E_v, above the conduction edge.

In X⁺ with its electron in e, both valence-edge orbitals are filled, while e and d are emptied. The same algebra gives

N(e,d) = ⟨v₁v₂|V|ed⟩ − ⟨v₁v₂|V|de⟩,

k₊(e) = (2π/ħ) Σ_d |N(e,d)|² δ(2E_v − E_e − E_d).

Here the recombination energy goes to a hole, which ends one gap energy below the valence edge.

**Answer to (b)**

Assume that an additional carrier, the spectator, changes neither the orbitals nor the energies and density of the final states. Work to lowest order in V, the golden rule.

*Electron route.* In XX both v₁ and v₂ are empty. Suppose that v₁ is filled and a hot electron p is produced. The initial and final determinants differ by the same two orbital replacements as in X⁻. The hole in v₂ can change only the sign produced by reordering the operators, so the amplitude is ±M(v₁,p). The spectator's energy appears in both the initial and final energies and cancels from the delta function.

If v₂ is filled instead, the remaining hole is in v₁. The two final states are orthogonal because the remaining hole records which one was filled. There is no interference, and

k_electron route = k₋(v₁) + k₋(v₂).

*Hole route.* Either electron can fill a hole while the other hole is driven deep into the valence band. The remaining electron records which one recombined, so

k_hole route = k₊(e₁) + k₊(e₂).

The final states of this route contain a deep hole and no hot electron. They are orthogonal to those of the electron route, so the two route rates also add.

*Equality within each doublet.* Let Θ be time reversal, with

Θv₁ = v₂, Θv₂ = −v₁, Θe₁ = e₂, Θe₂ = −e₁.

Θ is antiunitary and leaves V unchanged, so applying it to every orbital turns a matrix element into its complex conjugate. With p̄ = Θp,

M(v₁,p)* = ⟨v₂p̄|V|(−e₂e₁ + e₁e₂)⟩ = M(v₂,p̄).

The orbitals p and p̄ have the same energy, and the sum over hot states contains both. Hence k₋(v₁) = k₋(v₂) = k₋.

For the hole route, with d̄ = Θd,

N(e₁,d)* = −⟨v₂v₁|V|(e₂d̄ − d̄e₂)⟩ = ⟨v₁v₂|V|(e₂d̄ − d̄e₂)⟩ = N(e₂,d̄).

The middle step exchanges the two particles on both sides of the matrix element, which reverses the sign of the bracket. Thus k₊(e₁) = k₊(e₂) = k₊. Spin need not be a good quantum number, so the argument survives spin-orbit coupling. The result is

k_XX = 2k₋ + 2k₊,

1/τ_XX = 2/τ₋ + 2/τ₊.

The first factor 2 counts the holes that can be filled in the electron route. The second counts the electrons that can recombine in the hole route.

As a numerical test, a randomly chosen two-body interaction was applied to explicit determinants built from spin-orbit-mixed Kramers pairs. The summed squared amplitudes of XX, divided by those of the corresponding trion, gave 2.000000 for each route.

**Answer to (c)**

The trion rates are

k₋ = 1/(200 ps) = 5 ns⁻¹,

k₊ = 1/(100 ps) = 10 ns⁻¹.

The biexciton rate is therefore

k_XX = 2 × 5 ns⁻¹ + 2 × 10 ns⁻¹ = 30 ns⁻¹,

τ_XX = 1/(30 ns⁻¹) = 33 ps = 3.3 × 10⁻¹¹ s.

The electron route carries 10/30, or one third, of the decays, and the hole route carries two thirds. Adding each trion rate once would give 67 ps. That sum omits half of the available recombination events.

Solving the relation for the lifetime gives

τ_XX = τ₋τ₊ / [2(τ₋ + τ₊)].

If one trion lives much longer than the other, its route becomes negligible and τ_XX approaches half the shorter trion lifetime. If the two lifetimes are equal, τ_XX is one quarter of either. For the present shorter lifetime of 100 ps, the relation thus confines τ_XX to values from 25 ps up to, but not including, 50 ps.

The relation can also be used in reverse. If τ_XX and τ₋ are known,

1/τ₊ = 1/(2τ_XX) − 1/τ₋.

A positive τ₊ requires τ_XX < τ₋/2. Data that violate this inequality are inconsistent with the assumptions in (b).

The addition of rates can be tested without using the golden rule for the decay itself. Each final channel was represented by 151 levels spaced by 0.04 rad/ps, with couplings fixed from the two trion rates. Solving the Schrödinger equation gave lifetimes of 199.9 ps for X⁻, 99.9 ps for X⁺ and 33.2 ps for XX. The last is 0.3 % below the golden-rule value.

The finite width of the ladder accounts for a difference of this size. For a ladder of half-width W, the real part of the level shift is the principal value of (k/2π)∫dω/(E − ω) from −W to W, which equals (k/2π) ln[(W + E)/(W − E)]. Near the centre this is Ek/(πW), where E is the energy divided by ħ. The decay pole then satisfies

E[1 − k/(πW)] = −ik/2.

To leading order the decay rate is raised by the fraction k/(πW). With k = 0.03 ps⁻¹ and W = 3 rad/ps, this is 0.3 %.

**Answer to (d)**

Use rough parameters: radius R = 2.5 nm, electron and hole masses 0.13 and 0.45 free-electron masses, and relative permittivity ε = 10. The estimates below are kept separate because they rest on different assumptions.

*Radiative decay.* A biexciton has four electron–hole pairs that can recombine, leading to four distinct final states. Its radiative rate is the sum of their four strengths. An exciton equally distributed over its four spin states has the average of those strengths, so the ratio is 4. For an exciton radiative lifetime of 20 ns, the biexciton radiative rate is 4/(20 ns) = 0.2 ns⁻¹. This is 0.7 % of the Auger rate and shortens the total lifetime from 33.3 to 33.1 ps.

*Thermally excited holes.* Place a second hole doublet 50 meV from the first and let x = exp(−50 meV/kT), with kT = 25.85 meV. Neglect interactions in the level populations. The probabilities that the upper doublet is occupied are

one hole: x/(1 + x) = 12.6 %,

two holes: (4x + x²)/(1 + 4x + x²) = 37.5 %.

Suppose that filling an upper hole doubles the electron-route rate. Averaging over the configurations replaces the factor 2 in 2k₋ by

[(2 + 12x + 4x²)/(1 + 4x + x²)] / [(1 + 2x)/(1 + x)] = 2.12.

The hole-route factor remains 2, because X⁺ and XX have the same distribution of hole pairs in this model. The lifetime becomes 1/(2.12 × 5 ns⁻¹ + 20 ns⁻¹) = 32.7 ps. If only the biexciton sampled the upper level, the factor would be 2.39; the trion samples it too, which removes part of the correction. The small change in lifetime also reflects the assumed doubling and the one-third share of the electron route. The spacing matters little: 10, 25 and 100 meV give factors of 2.04, 2.10 and 2.04. A tenfold rate for the upper hole at 50 meV would give 2.57 and 30 ps.

*Shift of the final energy.* Let the spectator shift the hot carrier's energy E = 2 eV by δE = 20 meV. With k = √(2mE)/ħ, the phase of its wave at the surface changes by approximately

δφ = RδE/(ħv), v = √(2E/m).

This is 0.033 rad for an electron and 0.061 rad for a hole. If the rate follows sin²φ and φ starts at π/4, its fractional change is sin(2δφ), or 6.5 % and 12 %. Weighting by the route shares gives 10 % of the total rate. The sign depends on the starting phase, and the relative change can be larger near a node. A two-band dispersion, E(1 + E/1.74 eV) = ħ²k²/2m, lowers the electron's speed and raises its phase change to 0.073 rad.

This estimate treats the final states as a smooth continuum. In a closed sphere of this size they are discrete. The hard-wall electron levels near the target energy, about 2.7 eV above the bulk band edge, lie at 2.29, 2.80 and 3.14 eV. If the levels are broadened by less than their spacing, the shift acts through the detuning instead. Take one Lorentzian level of half-width 25 meV, detuned by 100 meV. A 20 meV shift towards it multiplies the rate by (100² + 25²)/(80² + 25²) = 1.5. The 10 % figure therefore applies only to strongly broadened or continuum final states.

*Distortion of the orbitals.* The extra carrier mixes some 2s character into each 1s orbital. In a hard-wall sphere the Coulomb scale is e²/(4πε₀εR) = 57.6 meV, and the 1s–2s matrix element is 0.327 of it, or 18.8 meV. Division by the level spacings of 1.388 eV and 0.401 eV gives admixture amplitudes c_e = 0.0136 and c_h = 0.0469.

Assume that replacing 1s by 2s leaves the magnitude of the Auger matrix element unchanged, and let all contributions have the same sign. The first-order rate changes are then

electron route: 2(2c_e + c_h) = 15 %,

hole route: 2(c_e + 2c_h) = 21 %.

The weighted change is 19 % of the total rate. Raising or lowering the rate by this amount gives 28 or 41 ps. The admixtures scale as 1/ε, so a high-frequency permittivity near 6 would raise the 19 % to about 30 %. These values indicate a scale and are not bounds: the contributions may partly cancel, and the actual 2s matrix elements may be larger, especially in comparison with a 1s matrix element that happens to be small.

*Comparison with a real nanocrystal.* Biexciton Auger lifetimes of roughly tens of picoseconds are typical of CdSe nanocrystals a few nanometres across, so the calculated lifetime has a realistic order of magnitude. If the final states form a smooth continuum, the distortion of the orbitals is the largest of the effects estimated here; with narrow discrete final levels the energy shift can exceed it. Correlated motion of the carriers mixes in configurations with two carriers in p orbitals. In the same sphere the 1s² → 1p² matrix element is 36 meV, and the amplitude for two holes is about 0.13, larger than c_h. Its effect on the rates has not been estimated. The hard wall and the parabolic mass used at 2 eV are themselves crude. For such a particle, 33 ps is best read as an estimate. The corrections found above reach 20 to 30 % of the rate for smooth final states, but this does not bound the error. It can be much larger if a trion matrix element lies near a node or if a narrow final level lies close to resonance. The numerical output below gives the intermediate values.

Computed results

```
negative-trion Auger lifetime: 200 ps
positive-trion Auger lifetime: 100 ps
negative-trion rate: 5.00 1/ns
positive-trion rate: 10.00 1/ns
biexciton electron-route rate: 10.00 1/ns
biexciton hole-route rate: 20.00 1/ns
biexciton Auger rate: 30.00 1/ns
biexciton Auger lifetime: 33.33 ps = 3.333e-11 s
electron-route share: 33.3 %
hole-route share: 66.7 %
wrong lifetime, trion rates added once: 66.67 ps
determinants, electron-route ratio XX/trion: 2.000000
determinants, hole-route ratio XX/trion: 2.000000
evolved negative-trion lifetime: 199.92 ps
evolved positive-trion lifetime: 99.91 ps
evolved biexciton lifetime: 33.23 ps
-- neglected effects, rough parameters --
radius: 2.5 nm; relative permittivity: 10
electron, hole mass: 0.13, 0.45 electron masses
temperature: 300 K; kT: 25.85 meV
exciton radiative lifetime: 20 ns
radiative ratio XX/exciton: 4.0000
biexciton radiative rate: 0.200 1/ns
radiative/Auger rate: 0.67 %
lifetime with radiative decay: 33.11 ps
hole-level spacing: 50 meV
assumed upper-hole rate factor: 2.0
upper level occupied, one hole: 12.6 %
upper level occupied, two holes: 37.5 %
thermal replacement for electron-route factor 2: 2.120
lifetime with thermal correction: 32.68 ps
hot-carrier energy: 2.0 eV
spectator energy shift: 20 meV
phase change, hot electron: 0.0326 rad
phase change, hot hole: 0.0606 rad
rate change from shift, electron route: 6.5 %
rate change from shift, hole route: 12.1 %
rate change from shift, total: 10.2 %
Coulomb energy scale: 57.6 meV
1s-2s Coulomb matrix element / scale: 0.3269
1s-2s spacing, electron: 1.388 eV
1s-2s spacing, hole: 0.401 eV
2s admixture amplitude, electron: 0.0136
2s admixture amplitude, hole: 0.0469
distortion scale, electron route: 14.8 %
distortion scale, hole route: 21.5 %
distortion scale, total rate: 19.3 %
lifetime if rate is raised by this: 27.9 ps
lifetime if rate is lowered by this: 41.3 ps
```
